# Current and Tafel slope at a semiconductor electrode in Gerischer's model, part 1

(Sections cited here and not found follow in the second part.)

## The form of the answer

Take an n-type semiconductor in contact with a solution that holds an oxidized species Ox and its one-electron reduced form Red. A cathodic event needs one conduction electron at the surface and one Ox ion next to it. When both are dilute the events are independent, so the rate per unit area is proportional to the surface electron density \(n_s\) and to the concentration \(c_{\rm ox}\). A current density is charge per area per time and \(n_s c_{\rm ox}\) has dimension length\(^{-6}\), so
\[
j_c = e\,k_c\,c_{\rm ox}\,n_s ,\qquad [k_c]={\rm length^4/time}.
\]
The electronic coupling supplies a constant \(\kappa\) of dimension energy × length\(^4\)/time. The rate constant must then be \(\kappa\) times an inverse energy times a dimensionless function of the ratios of the energies available: the thermal energy \(k_BT\), the reorganization energy \(\lambda\) of the solvent, and the distance \(\Delta\) of the surface band edge from the redox level.

Suppose that a change of electrode potential moves the Fermi level \(E_F\) but leaves \(\Delta\) where it is. Then \(k_c\) cannot change. In a dilute electron gas the occupation of a state of energy \(E\) is \(e^{-(E-E_F)/k_BT}\), and a shift of \(E_F\) multiplies the occupation of every state by one and the same factor. The only energy that enters the potential dependence is \(k_BT\), and ten times the current costs a potential change of \((k_BT/e)\ln 10\), which is 59.16 mV at 298.15 K, whatever \(\lambda\), \(\Delta\), \(\kappa\) and the effective mass may be. The reverse reaction needs an empty band state, nearly all of them are empty, and its rate does not depend on \(E_F\). The two rates must cancel at equilibrium, where \(n_s=n_{s0}\). The net current therefore has the form \(j_0(1-n_s/n_{s0})\). The argument leaves \(k_c\) undetermined and takes three things for granted: a dilute gas, a fixed band edge, and a Fermi level at the surface equal to that of the back contact.

## Conventions and assumptions

Energies are in eV, lengths in cm or nm, potentials in V and current densities in A/cm², the natural scales of an electrode experiment. \(E\) is an electron energy, \(e>0\) the elementary charge, and anodic current (electrons entering the solid) is positive, \(j=j_a-j_c\) with \(j_a,j_c>0\). The conduction-band edge at the surface is \(E_{c,s}\), and \(\varepsilon=E-E_{c,s}\). The Fermi function is \(f(E)=[1+e^{(E-E_F)/k_BT}]^{-1}\). The overpotential \(\eta\) is defined by \(E_F=E_{\rm redox}-e\eta\), with \(E_{\rm redox}\) fixed in Lemma 1, so a negative \(\eta\) raises \(E_F\) and drives reduction.

A1. The nuclear coordinates \(q\) of ion and solvent are classical and in thermal equilibrium on the energy surface of the reactant, \(U_{\rm ox}(q)\) or \(U_{\rm red}(q)\). The electron is transferred at fixed \(q\), and the coupling is weak enough for Fermi's golden rule.

A2. The two surfaces are displaced harmonic wells with equal force constants.

A3. The coupling does not depend on \(E\), and the density of states at the surface is that of a parabolic bulk band of mass \(m^*\).

A4. There are no surface states, no illumination and no valence-band current, and the concentrations at the surface equal those in the bulk of the solution.

A5. The band edge is pinned: \(\Delta=E_{c,s}-E^0\) does not depend on \(\eta\), where \(E^0\) is the standard level of Lemma 1.

A6. The conduction electrons at the surface have a Fermi distribution with the \(E_F\) of the back contact.

Under A1 the partial currents follow from counting. An electron of energy \(E\) in the solid and an Ox ion with surroundings \(q\) have total energy \(E+U_{\rm ox}(q)\) before the transfer and \(U_{\rm red}(q)\) after it, so energy is conserved when \(E\) equals the vertical gap \(\mathcal E(q)=U_{\rm red}(q)-U_{\rm ox}(q)\). The golden-rule rate is \((2\pi/\hbar)|H|^2\delta(E-\mathcal E(q))\). Its thermal average over \(q\) is \((2\pi/\hbar)|H|^2W_{\rm ox}(E)\), with
\[
W_i(E)=\frac1{Z_i}\int dq\;e^{-U_i(q)/k_BT}\,\delta\big(E-\mathcal E(q)\big),\qquad Z_i=\int dq\;e^{-U_i(q)/k_BT},
\]
for \(i={\rm ox}\), and the reverse process has the same \(|H|^2\), because the Hamiltonian is Hermitian, with \(i={\rm red}\). A band state normalized in a crystal of volume \(\mathcal V\) has amplitude proportional to \(\mathcal V^{-1/2}\). For an ion at distance \(z\) beyond closest approach we therefore write \(|H|^2=V^2(\Omega/\mathcal V)e^{-z/\delta}\), where \(V\) is an energy, \(\Omega\) a microscopic volume and \(\delta\) the decay length of the squared coupling. There are \(\mathcal V\rho(E)f(E)\,dE\) occupied states, with \(\rho\) the density of states per volume, and \(c_{\rm ox}\,dz\) ions per unit area. The volume cancels, \(\int_0^\infty e^{-z/\delta}dz=\delta\), and
\[
j_c=e\kappa c_{\rm ox}\int\rho\,f\,W_{\rm ox}\,dE,\qquad
j_a=e\kappa c_{\rm red}\int\rho\,(1-f)\,W_{\rm red}\,dE,\qquad
\kappa=\frac{2\pi}{\hbar}V^2\Omega\,\delta .
\tag{1}
\]
Both directions are here coupled to the full two-spin \(\rho\). A difference in spin degeneracy between Ox and Red would put a constant factor on one direction and shift \(E_{\rm redox}\) by \(k_BT\) times its logarithm; neither depends on \(\eta\), and both are ignored.

The cathodic transfer coefficient and Tafel slope are defined by
\[
\alpha_c=k_BT\,\frac{d\ln j_c}{dE_F},\qquad
S=\left|\frac{d\eta}{d\log_{10}j_c}\right|=\frac{S_0}{\alpha_c},\qquad S_0=\frac{k_BT}{e}\ln10 ,
\]
where the second form of \(S\) uses \(dE_F=-e\,d\eta\) and \(\ln j=\ln 10\,\log_{10}j\).

## The theorem

**Theorem.** Under A1 to A6, let \(N_c=2(m^*k_BT/2\pi\hbar^2)^{3/2}\), \(n_s=N_c\,e^{-(E_{c,s}-E_F)/k_BT}\), and let \(n_{s0}\) be the value of \(n_s\) at \(\eta=0\). Then
\[
j=(1-\theta)\,j_0\left[1-\frac{n_s}{n_{s0}}\right]=(1-\theta)\,j_0\left[1-e^{-e\eta/k_BT}\right],\qquad 0\le\theta\le\frac{n_s}{N_c},
\]
\[
j_0=e\,k_c\,c_{\rm ox}\,n_{s0},\qquad k_c=\kappa\,W_{\rm ox}(E_{c,s})\,g,\qquad
W_{\rm ox}(E_{c,s})=\frac{e^{-(\Delta-\lambda)^2/4\lambda k_BT}}{\sqrt{4\pi\lambda k_BT}},
\]
\[
g=\frac{1}{\Gamma(3/2)}\int_0^\infty x^{1/2}e^{-ax-bx^2}dx,\qquad a=\frac{\Delta+\lambda}{2\lambda},\qquad b=\frac{k_BT}{4\lambda}.
\]
The partial currents are \(j_a=(1-\theta)j_0\) and \(j_c=(1-\theta)\,e\,k_c c_{\rm ox}n_s\), and \(1-n_s/N_c\le\alpha_c\le1\), so the cathodic Tafel slope tends to \(S_0\) as \(n_s/N_c\to0\).

The statement is of use when \(n_s\ll N_c\). Two of its features sharpen the loose form of the result. The overlap at the band edge, \(W_{\rm ox}(E_{c,s})\), gives the rate constant only together with the factor \(g\), which for \(\lambda\gg k_BT\) is close to one only near \(\Delta=\lambda\). And \(S_0\) is the slope of the partial current \(j_c\); the net current acquires it only for \(-\eta\gg k_BT/e\).

## The redox levels

**Lemma 1.** Under A1 alone, \(W_{\rm ox}(E)/W_{\rm red}(E)=e^{(E-E^0)/k_BT}\) with \(E^0=-k_BT\ln(Z_{\rm red}/Z_{\rm ox})\), and
\[
\frac{c_{\rm ox}W_{\rm ox}(E)}{c_{\rm red}W_{\rm red}(E)}=e^{(E-E_{\rm redox})/k_BT},\qquad E_{\rm redox}=E^0-k_BT\ln\frac{c_{\rm ox}}{c_{\rm red}} .
\tag{2}
\]

Proof. In the integral for \(W_{\rm red}\) put \(U_{\rm red}=U_{\rm ox}+\mathcal E\). The delta function sets \(\mathcal E=E\), so \(e^{-\mathcal E/k_BT}\) leaves the integral as \(e^{-E/k_BT}\), which gives \(Z_{\rm red}W_{\rm red}(E)=e^{-E/k_BT}Z_{\rm ox}W_{\rm ox}(E)\). Hence \(W_{\rm ox}/W_{\rm red}=(Z_{\rm red}/Z_{\rm ox})e^{E/k_BT}=e^{(E-E^0)/k_BT}\). Multiplying by \(c_{\rm ox}/c_{\rm red}=e^{\ln(c_{\rm ox}/c_{\rm red})}\) gives (2). ∎

\(E^0\) is the free-energy change on adding the electron, and the formula for \(E_{\rm redox}\) is the Nernst equation for an ideal solution on the electron-energy scale: more Ox lowers \(E_{\rm redox}\), which is a more positive potential.

**Lemma 2.** Under A1 and A2,
\[
W_{\rm ox}(E)=\frac{e^{-(E-E^0-\lambda)^2/4\lambda k_BT}}{\sqrt{4\pi\lambda k_BT}},\qquad
W_{\rm red}(E)=\frac{e^{-(E-E^0+\lambda)^2/4\lambda k_BT}}{\sqrt{4\pi\lambda k_BT}} .
\]

Proof. Let \(U_{\rm ox}=\sum_i\tfrac12K_iq_i^2\) and \(U_{\rm red}=U_0+\sum_i\tfrac12K_i(q_i-d_i)^2\). A shift of the integration variables gives \(Z_{\rm red}=e^{-U_0/k_BT}Z_{\rm ox}\), so \(E^0=U_0\). The quadratic terms cancel in the gap:
\[
\mathcal E=E^0+\sum_i\left(\tfrac12K_id_i^2-K_id_iq_i\right)=E^0+\lambda-\sum_iK_id_iq_i,\qquad \lambda=\sum_i\lambda_i,\quad\lambda_i=\tfrac12K_id_i^2 .
\]
In the Ox ensemble the \(q_i\) are independent Gaussian variables with mean zero and variance \(k_BT/K_i\). For such a variable \(\langle e^{-itq_i}\rangle=e^{-t^2k_BT/2K_i}\), by completing the square. With \(t=\tau K_id_i\) the exponent is \(-\tau^2K_id_i^2k_BT/2=-\tau^2\lambda_ik_BT\), so \(\langle e^{i\tau\mathcal E}\rangle_{\rm ox}=e^{i\tau(E^0+\lambda)-\lambda k_BT\tau^2}\). Writing \(\delta(E-\mathcal E)=(2\pi)^{-1}\int d\tau\,e^{-i\tau(E-\mathcal E)}\) and using \(\int d\tau\,e^{-i\tau X-p\tau^2}=\sqrt{\pi/p}\,e^{-X^2/4p}\) with \(p=\lambda k_BT\) and \(X=E-E^0-\lambda\),
\[
W_{\rm ox}=\frac1{2\pi}\sqrt{\frac{\pi}{\lambda k_BT}}\;e^{-X^2/4\lambda k_BT}=\frac{e^{-X^2/4\lambda k_BT}}{\sqrt{4\pi\lambda k_BT}} .
\]
In the Red ensemble the variances are the same and the means are \(d_i\), which moves the mean gap to \(E^0+\lambda-\sum_iK_id_i^2=E^0+\lambda-2\lambda=E^0-\lambda\). ∎

Remark. The empty level is most probably found at \(E^0+\lambda\) and the filled one at \(E^0-\lambda\), each with standard deviation \(\sqrt{2\lambda k_BT}\). The two lemmas agree, since with \(X_0=E-E^0\) one has \([(X_0+\lambda)^2-(X_0-\lambda)^2]/4\lambda k_BT=X_0/k_BT\). The Gaussian shape was derived from A2, which is sufficient for it but not necessary: an independent mode with the same potential on both surfaces drops out of the gap, however anharmonic it is. The ratio needs A1 alone. The numerical check computes both densities from the Boltzmann weights of a two-mode solvent. It tests the Gaussians in the harmonic case, and it tests that a quartic term \(0.5\,q^4\) added to one mode of \(U_{\rm ox}\) leaves the ratio intact while the distribution of the gap becomes skewed; the skewness found is \(-0.023\).

## Relations that hold for any electrode

**Lemma 3.** Under A1 and A6, for any \(\rho(E)\) and any energy dependence of \(\kappa\), \(j_a/j_c=e^{e\eta/k_BT}\). If the band does not move relative to \(E^0\), then \(\alpha_c=\langle1-f\rangle_c\), the average of \(1-f\) with weight \(\kappa\rho fW_{\rm ox}\), and \(\alpha_a\equiv-k_BT\,d\ln j_a/dE_F=1-\alpha_c\).

Proof. From the definition of \(f\), \((1-f)/f=e^{(E-E_F)/k_BT}\). By (2), the ratio of the two integrands in (1) is
\[
\frac{c_{\rm red}(1-f)W_{\rm red}}{c_{\rm ox}fW_{\rm ox}}=e^{(E-E_F)/k_BT}\,e^{-(E-E_{\rm redox})/k_BT}=e^{(E_{\rm redox}-E_F)/k_BT}=e^{e\eta/k_BT},
\]
which does not depend on \(E\), so the integrals have the same ratio. With the band fixed only \(f\) depends on \(E_F\), and \(\partial f/\partial E_F=f(1-f)/k_BT\); differentiating under the integral and dividing by \(j_c\) gives \(\alpha_c=\langle1-f\rangle_c\). Finally \(\ln j_c-\ln j_a=(E_F-E_{\rm redox})/k_BT\), whose derivative times \(k_BT\) reads \(\alpha_c+\alpha_a=1\). ∎

At \(\eta=0\) the two currents balance at every energy separately, which identifies \(E_{\rm redox}\) as the equilibrium Fermi level.

Remark. The transfer coefficient measures how empty the states are through which the cathodic current flows, and this separates a semiconductor from a metal. Take a constant \(\rho\) over all energies, equal concentrations and \(\eta=0\), and measure \(E\) from \(E^0=E_F\). Differentiating \(j_a\) directly gives \(\alpha_a=\int f(1-f)W_{\rm red}\,dE/\int(1-f)W_{\rm red}\,dE\). Under \(E\to-E\) one has \(f\to1-f\) and, by Lemma 2, \(W_{\rm red}\to W_{\rm ox}\), so \(\alpha_a=\alpha_c\), and both equal \(\tfrac12\). The slope is \(2S_0\), 118.3 mV per decade. In this metal at \(E_F=E^0\) the current runs through states near \(E_F\), half filled on average (the symmetry, and with it the value \(\tfrac12\), is lost when \(E_F\) moves away from \(E^0\)); a gap around \(E_F\) forces the conduction-band current through nearly empty states (and a valence-band current, Lemma 8, through nearly full ones). The program tests the ratio \(j_a/j_c\) for unequal concentrations, for two shapes of \(\rho\) and into the degenerate range, the two statements on \(\alpha\) by finite differences, and the metallic value \(\tfrac12\).

## The dilute band and the overlap factor

**Lemma 4.** Let \(\rho\) vanish below \(E_{c,s}\) in the range that carries current, and let \(B(E)=e^{-(E-E_F)/k_BT}\) and \(B_0=B(E_{c,s})\). Then \(j_c=(1-\theta)j_c^B\) with \(0\le\theta\le B_0\), where \(j_c^B\) is \(j_c\) with \(f\) replaced by \(B\), and \(1-B_0\le\alpha_c\le1\). For the parabolic band \(\int\rho B\,dE=N_cB_0=n_s\).

Proof. One has \(f=B/(1+B)\) and \(B\le B_0\) in the band, so \(B\ge f\ge B/(1+B_0)\ge B(1-B_0)\). The other factors in the integrand are not negative, and the inequalities pass to the integral. Also \(1\ge1-f\ge1-B\ge1-B_0\), and an average obeys the same bounds, so Lemma 3 gives those on \(\alpha_c\). For the parabolic band the number of states per volume with wave number below \(K\) is \(2\cdot\frac{4\pi}{3}K^3/(2\pi)^3=K^3/3\pi^2\), the factor 2 counting spin. With \(K=\sqrt{2m^*\varepsilon}/\hbar\), differentiation gives \(\rho=A\,\varepsilon^{1/2}\) and \(A=(2m^*/\hbar^2)^{3/2}/2\pi^2\). Then, with \(x=\varepsilon/k_BT\) and \(\Gamma(3/2)=\sqrt\pi/2\),
\[
\int_0^\infty\rho\,e^{-\varepsilon/k_BT}d\varepsilon=A(k_BT)^{3/2}\,\Gamma(3/2)=\frac{1}{4\pi^{3/2}}\left(\frac{2m^*k_BT}{\hbar^2}\right)^{3/2}=2\left(\frac{m^*k_BT}{2\pi\hbar^2}\right)^{3/2}=N_c ,
\]
the last two forms agreeing because \(2^{3/2}/4=2/2^{3/2}\). Since \(B=B_0e^{-x}\), the integral of \(\rho B\) is \(N_cB_0\). ∎

The quantity \(n_s\) is the Boltzmann value of the surface density, and the same inequalities show that the true density lies below it by a fraction of at most \(B_0=n_s/N_c\). The bounds on \(\alpha_c\) used neither A2 nor A3: the slope survives any shape of \(\kappa\rho W_{\rm ox}\). The program tests \(\alpha_c=1\) at a nondegenerate surface both for \(\varepsilon^{1/2}\) and for \(\varepsilon^{3/2}\), and it tests \(N_c\) by quadrature.

**Lemma 5.** Under A2 and A3, \(j_c^B=e\,k_c\,c_{\rm ox}n_s\) with \(k_c=\kappa W_{\rm ox}(E_{c,s})\,g\) and \(g=G_{3/2}\), where for \(\nu>0\)
\[
G_\nu\equiv\frac1{\Gamma(\nu)}\int_0^\infty x^{\nu-1}e^{-ax-bx^2}dx=(2b)^{-\nu/2}\,e^{a^2/8b}\,D_{-\nu}\!\left(\frac{a}{\sqrt{2b}}\right)
\]
and \(D_{-\nu}\) is the parabolic cylinder function. For \(a>0\),
\[
1-\frac{15\,b}{4a^2}\;\le\;g\,a^{3/2}\;\le\;\min\left(1,\;1-\frac{15\,b}{4a^2}+\frac{945\,b^2}{32\,a^4}\right).
\tag{3}
\]

Proof. At \(E=E_{c,s}+\varepsilon\) the square in Lemma 2 is \((\Delta-\lambda+\varepsilon)^2=(\Delta-\lambda)^2+2\varepsilon(\Delta-\lambda)+\varepsilon^2\). Dividing by \(4\lambda k_BT\) and putting \(\varepsilon=k_BT\,x\),
\[
W_{\rm ox}(E_{c,s}+\varepsilon)=W_{\rm ox}(E_{c,s})\exp\left[-\frac{\Delta-\lambda}{2\lambda}\,x-\frac{k_BT}{4\lambda}\,x^2\right].
\]
The Boltzmann factor adds \(-x\) to the exponent, and \(1+(\Delta-\lambda)/2\lambda=(\Delta+\lambda)/2\lambda=a\). Therefore
\[
\int\rho BW_{\rm ox}\,dE=B_0\,W_{\rm ox}(E_{c,s})\,A(k_BT)^{3/2}\int_0^\infty x^{1/2}e^{-ax-bx^2}dx=n_s\,W_{\rm ox}(E_{c,s})\,g ,
\]
because \(A(k_BT)^{3/2}=N_c/\Gamma(3/2)\). For negative order the parabolic cylinder function may be defined by \(D_{-\nu}(z)=e^{-z^2/4}\,\Gamma(\nu)^{-1}\int_0^\infty t^{\nu-1}e^{-zt-t^2/2}dt\). The substitution \(t=\sqrt{2b}\,x\) turns \(bx^2\) into \(t^2/2\), \(ax\) into \(zt\) with \(z=a/\sqrt{2b}\), and \(x^{\nu-1}dx\) into \((2b)^{-\nu/2}t^{\nu-1}dt\); with \(z^2/4=a^2/8b\) the closed form follows. For (3), use \(1-u\le e^{-u}\le\min(1,\,1-u+u^2/2)\) for \(u=bx^2\ge0\), and \(\int_0^\infty x^{\mu-1}e^{-ax}dx=\Gamma(\mu)a^{-\mu}\). The recursion \(\Gamma(\mu+1)=\mu\Gamma(\mu)\) gives \(\Gamma(7/2)/\Gamma(3/2)=\tfrac52\cdot\tfrac32=\tfrac{15}4\) and \(\Gamma(11/2)/\Gamma(3/2)=\tfrac92\cdot\tfrac72\cdot\tfrac{15}4=\tfrac{945}{16}\), and half of the latter is \(945/32\). ∎

Remark. The electrons occupy a strip a few \(k_BT\) wide above the edge, narrow against the width \(\sqrt{2\lambda k_BT}\) of the Gaussian when \(\lambda\gg k_BT\). That does not make \(W_{\rm ox}\) constant over the strip: on the flank of the Gaussian, \(\ln W_{\rm ox}\) changes by \((\lambda-\Delta)/2\lambda\) per \(k_BT\) at the edge, a number that does not shrink as \(k_BT/\lambda\to0\); it is \(\tfrac12\) at \(\Delta=0\) and \(0.125\) in the example below. For \(b\ll a^2\) the result is \(g\approx a^{-3/2}\), an estimate that is larger than one when the edge lies below the peak of \(W_{\rm ox}\) and the hotter electrons react faster, and smaller than one above the peak. Since the term \(bx^2\) keeps \(g\) below \(a^{-3/2}\), \(g\) itself passes through one somewhat below the peak. For the \(\lambda\) and \(T\) of the example below, \(g=0.972\) at \(\Delta=\lambda\) and \(g=2.55\) at \(\Delta=0\). For \(\Delta<-\lambda\) the constant \(a\) is negative and the exponent \(-ax-bx^2\) is largest at \(x=-a/2b\), that is at \(\varepsilon=-(\Delta+\lambda)\) or \(E=E^0-\lambda\). As long as the band is dilute, which here puts \(E_F\) below \(E_{c,s}\) and so more than \(\lambda\) below \(E^0\), the integrand is proportional to \(\varepsilon^{1/2}W_{\rm red}\). With \(\varepsilon_0=-(\Delta+\lambda)\) and \(\sigma^2=2\lambda k_BT\), setting its logarithmic derivative \(1/2\varepsilon-(\varepsilon-\varepsilon_0)/\sigma^2\) to zero places its maximum at \(\varepsilon=\tfrac12\big[\varepsilon_0+\sqrt{\varepsilon_0^2+2\sigma^2}\big]\), above the peak of \(W_{\rm red}\). Only for \(\varepsilon_0\gg\sigma\) does the transfer take place at that peak, deep inside the band, and the edge then enters only through the density of states there, \(\rho\propto\varepsilon_0^{1/2}\). Near \(\eta=0\) with comparable concentrations \(E_F\approx E^0\) lies inside the band, \(B_0>1\), and the Boltzmann weight does not describe the current. The closed form for \(g\) remains an identity in either case. The program tests the closed form against quadrature for five values of \(\Delta\), one with \(a<0\), and the two-sided second-order bound in (3) for the example.

For a dilute band, this part has established the cathodic current with its rate constant \(k_c\), the bounds on \(\alpha_c\), and the ratio of the anodic to the cathodic current. It remains to combine these into the theorem, to examine when the band edge is pinned and the Fermi level flat, and to treat the valence band and a worked example.
